# A conservative front-fixed solver for solute depletion beneath a selective oxide

A sheet that loses solute to its oxide also becomes thinner, and a solver that mishandles the thinning invents or destroys solute. Take a cell of pure solute, 2.5 length units wide, in a grid that shrinks with the sheet until the cell is 2 units wide. If the solver keeps the cell's content, the solute fraction becomes $2.5/2=1.25$, which is impossible. If it keeps the fraction but credits the missing 0.5 units to no neighbouring cell, that solute vanishes without having been oxidized. Either fault corrupts the solute fraction at the alloy surface, which tells whether the alloy can still feed its oxide. The cure is to count the solute that each moving cell edge sweeps past.

## The balance at the receding surface

An alloy A–B has local solute fraction $N(x,t)$ of B, initially $N_0$ everywhere. Only B enters the external oxide. Both species have the same constant molar volume $V$, so interdiffusion, with coefficient $D$, carries no net volume. The coordinate $x$ belongs to the frame without net volume flow; the crystal lattice may drift in this frame if A and B diffuse at different rates. The geometry is planar. The alloy surface, initially at $x=0$, lies at $x=s(t)$, and the mid-plane of the sheet is at $x=L$. Internal oxidation and evaporation are left out.

Solute per area is measured as a thickness: moles per area times $V$. If the oxide takes B at molar flux $J$, the alloy loses volume at the rate

$$\dot s=VJ .$$

The diffusive flux of B in the $+x$ direction is $-D\,\partial N/\partial x$. Relative to a surface moving at $\dot s$, the flux is $-D\,\partial N/\partial x-\dot sN_s$, where $N_s=N(s,t)$. This must equal the flux into the oxide, which points towards $-x$ and is therefore $-\dot s$:

$$-D\frac{\partial N}{\partial x}\Big|_s-\dot sN_s=-\dot s
\quad\Longrightarrow\quad
D\frac{\partial N}{\partial x}\Big|_s=(1-N_s)\dot s. \tag{1}$$

The factor $1-N_s$ appears because recession itself delivers a part $N_s$ of the solute; diffusion supplies the rest. For A, whose fraction is $1-N$, the relative flux is $D\,\partial N/\partial x-\dot s(1-N_s)$, which vanishes by (1). No A crosses the surface, as required.

The same reasoning applies to any moving cell with edges $x_L(t)$ and $x_R(t)$. Differentiating the integral with moving limits and using $\partial N/\partial t=\partial(D\,\partial N/\partial x)/\partial x$ gives

$$\frac{d}{dt}\int_{x_L}^{x_R}N\,dx
=\left[D\frac{\partial N}{\partial x}+\dot xN\right]_{x_L}^{x_R}. \tag{2}$$

The term $\dot xN$ is the swept solute.

## Two cells by hand

For parabolic growth, $s=a\sqrt t$, the recession rate is infinite at $t=0$. The variable $\tau=\sqrt t$ removes this difficulty: $s=a\tau$, so $ds/d\tau=a$. Since $dt=2\tau\,d\tau$, multiplying (2) by $2\tau$ replaces $D$ by $2\tau D$ and $\dot x$ by $dx/d\tau$.

Choose dimensionless values $L=5$, $a=1$, $D=4$ and $N_0=1/2$, and take one step from $\tau=0$ to $\tau=1$. The sheet shrinks from 5 to 4. Two equal cells shrink from width 2.5 to width 2, and the edge between them moves at half the surface speed, $1/2$.

Let $F$ be the flux relative to an edge, positive towards the interior. At the surface $F=-1$ by the first equality in (1), whatever $N_s$ may be. At the mid-plane $F=0$ by symmetry. At the middle edge the cell centres are 2 apart, and the edge fraction is taken as the average of its neighbours. With all quantities evaluated at the end of the step,

$$F_m=-\frac{2\cdot1\cdot4}{2}(N_2-N_1)-\frac12\,\frac{N_1+N_2}{2}
=\frac{15}{4}N_1-\frac{17}{4}N_2 .$$

New content minus old content equals inflow minus outflow. The old content of each cell is $2.5\times\frac12=1.25$:

$$2N_1-1.25=-1-F_m,\qquad 2N_2-1.25=F_m .$$

Inserting $F_m$ and multiplying by 4 gives

$$23N_1-17N_2=1,\qquad -15N_1+25N_2=5 .$$

The second equation gives $N_2=(1+3N_1)/5$. The first then becomes $115N_1-17-51N_1=5$, so $N_1=22/64=11/32$ and $N_2=13/32$.

The alloy now holds $2(11/32+13/32)=1.5$ units of solute and the oxide holds 1, together the original $5\times\frac12=2.5$. The middle flux cancelled in the sum, so its accuracy did not matter for the total.

The surface fraction follows from (1). The first cell centre is 1 unit below the surface, so

$$\frac{2\cdot1\cdot4}{1}\left(\frac{11}{32}-N_s\right)=1-N_s
\quad\Longrightarrow\quad N_s=\frac{11/4-1}{7}=\frac14 .$$

Cancellation alone does not make a solver right. Take the same step for a pure-B sheet, whose cells each hold 2.5 at the start, and leave the swept term out of $F_m$. Then $F_m=4(N_1-N_2)$, $2N_1-2.5=-1-F_m$ and $2N_2-2.5=F_m$, with the solution $N_1=0.95$ and $N_2=1.05$. The total still balances, but the inner fraction is impossible; without diffusion to soften the error it would be the 1.25 of the opening. With the swept term, the inner cell loses $\frac12\times1$ while its width falls by $0.5$, and its fraction stays 1.

## The general algorithm

Fix the grid in the coordinate

$$u=\frac{x-s}{L-s},\qquad 0\le u\le1 .$$

An edge lies at $x=s+u(L-s)$ and moves at $dx/d\tau=(1-u)r$, where $r=ds/d\tau$. Cell $i$ has width $h_i=(L-s)\Delta u_i$ and obeys

$$\frac{d(h_iN_i)}{d\tau}=F_{i-1/2}-F_{i+1/2}. \tag{3}$$

At an interior edge between centres $u_i$ and $u_{i+1}$,

$$F_{i+1/2}=-g(N_{i+1}-N_i)-w\left[(1-\theta)N_i+\theta N_{i+1}\right],$$

$$g=\frac{2\tau D}{(L-s)(u_{i+1}-u_i)},\qquad w=(1-u_{i+1/2})r,\qquad
\theta=\frac{u_{i+1/2}-u_i}{u_{i+1}-u_i}.$$

The weight $\theta$ interpolates linearly to the edge on an uneven grid. Edges crowded towards the surface are obtained from $u_k=(e^{Gk/n}-1)/(e^G-1)$ for $k=0,\dots,n$. Here $G=5$ for the thick sheet and $G=3$ for the foil below.

For the time derivative of any quantity $q$, use

$$\delta q=\frac{c_0q^{m+1}+c_1q^m+c_2q^{m-1}}{\Delta\tau}.$$

The weights are $(1,-1,0)$ in the first step (backward Euler) and $(\frac32,-2,\frac12)$ afterwards (BDF2). One time step then consists of these operations:

1. Compute the new $s$ and $h_i$, and set $r=\delta s$ with the same weights as for the solute.
2. Compute $g$, $w$ and $\theta$ at the interior edges with the new $\tau$ and $s$. If $D$ depends on $N$, evaluate it from the extrapolation $2N^m-N^{m-1}$, or from $N^m$ in the first step.
3. Collect the coefficients of $F_{i+1/2}=p_iN_i+q_iN_{i+1}$, namely $p_i=g-w(1-\theta)$ and $q_i=-g-w\theta$.
4. Solve the tridiagonal system
$$-p_{i-1}N_{i-1}+\left(\frac{c_0h_i}{\Delta\tau}+p_i-q_{i-1}\right)N_i+q_iN_{i+1}=b_i,$$
where $b_i=-[c_1(h_iN_i)^m+c_2(h_iN_i)^{m-1}]/\Delta\tau$. In the first cell omit $p_0,q_0$ and add the surface flux $-r$ to $b_1$. In the last cell omit $p_n,q_n$.
5. With $d=h_1/2$ and $K=2\tau D/d$, solve $K(N_1-N_s)=r(1-N_s)$:
$$N_s=\frac{KN_1-r}{K-r}. \tag{4}$$

Formula (4) needs $K>r$, that is, a half-width $d$ smaller than about $D/\dot s$. For parabolic growth this limit widens in proportion to the diffusion length. Since $N_1=N_s+d\,\partial N/\partial x+O(d^2)$, its error is of second order in the cell width.

Summing (3) over all cells cancels every interior flux and leaves $\delta\sum h_iN_i=-r=-\delta s$. Hence $E=\sum h_iN_i+s$ satisfies $\delta E=0$. The first step gives $E^1=E^0$. The next gives $3E^2=4E^1-E^0=3E^0$, and so on. Therefore

$$\sum_i h_iN_i+s=LN_0 \tag{5}$$

at every step, apart from rounding, for any prescribed recession law. Pure B is preserved too: $\delta h_i=-\Delta u_i\,r$, because the weights sum to zero, and the swept fluxes supply $-(1-u_{i-1/2})r+(1-u_{i+1/2})r=-\Delta u_i\,r$. Both identities rely on the choice $r=\delta s$ in step 1.

## Why the surface fraction is constant

For constant $D$ and a sheet much thicker than the depleted zone, try

$$N=N_0-C\,\mathrm{erfc}\,z,\qquad z=\frac{x}{2\sqrt{Dt}} .$$

Since $d(\mathrm{erfc}\,z)/dz=-2e^{-z^2}/\sqrt\pi$ and $\partial z/\partial t=-z/(2t)$,

$$\frac{\partial N}{\partial x}=\frac{Ce^{-z^2}}{\sqrt{\pi Dt}},\qquad
\frac{\partial N}{\partial t}=-\frac{Cze^{-z^2}}{\sqrt\pi\,t}=D\frac{\partial^2N}{\partial x^2}.$$

At the surface $z=\beta=a/(2\sqrt D)$, a constant, and $\dot s=a/(2\sqrt t)=\beta\sqrt{D/t}$. Condition (1) becomes

$$\sqrt{\frac{D}{\pi t}}\,Ce^{-\beta^2}=(1-N_s)\beta\sqrt{\frac Dt}.$$

Time cancels: the gradient and the recession rate both fall as $1/\sqrt t$. Because $N=N_s$ at $z=\beta$, $C=(N_0-N_s)/\mathrm{erfc}\,\beta$, and so

$$N_0-N_s=(1-N_s)F(\beta),\qquad F(\beta)=\sqrt\pi\,\beta e^{\beta^2}\mathrm{erfc}\,\beta,$$

$$N_s=\frac{N_0-F}{1-F}. \tag{6}$$

In this section $F(\beta)$ is a number, not an edge flux. For slow recession, $\beta\ll1$, $F\approx\sqrt\pi\,\beta$ and the drop $N_0-N_s$ is about $\sqrt\pi\,\beta(1-N_0)$. For $\beta\gg1$, $F\to1$ and only nearly pure B could keep up. A non-negative $N_s$ requires $N_0\ge F$. This is a condition on supply; whether an exclusive oxide forms in the first place is a separate question.

## A chromia-forming sheet

Take $N_0=0.30$ and $D=8.0\times10^{-12}$ cm²/s $=2.88$ µm²/h at 1273 K. Let the oxygen mass gain per area be $\sqrt{k_pt}$ with $k_p=3.0\times10^{-12}$ g² cm⁻⁴ s⁻¹. Chromia, Cr₂O₃, binds two Cr per three O, so with $V=7.0$ cm³/mol and $M_O\approx16$ g/mol

$$a=\frac{2V}{3M_O}\sqrt{k_p}=0.303\ \text{µm/h}^{1/2}.$$

Then $\beta=0.3031/(2\sqrt{2.88})=0.0893$ and $F=0.1435$, and (6) gives

$$N_s=\frac{0.3000-0.1435}{1-0.1435}=0.1827 .$$

After 100 h the surface has receded by $0.3031\times10=3.03$ µm, and the oxygen gain is 1.04 mg/cm². The missing solute below the surface follows from (5) applied to a thick sheet: $\int_s^\infty(N_0-N)\,dx=s(1-N_0)=3.031\times0.70=2.12$ µm. Quadrature of the analytic profile gives the same value.

The solver was run for a half thickness of 250 µm with 200 cells and 400 steps. It gives $N_s=0.1827$ at 1, 4, 25 and 100 h. After only four steps, at 0.01 h, it gives 0.1829: a small error from the first time steps, partly offset by that of the grid, which is still coarse for so thin a depleted zone. At 100 h the error in $N_s$ relative to (6) is $2.5\times10^{-5}$, $6.2\times10^{-6}$ and $1.6\times10^{-6}$ in absolute fraction for 100, 200 and 400 cells, with the number of steps doubled alongside. The observed order is 2.00. It is the order of the grid error: at 100 h the time-step error with 400 steps is only about $2\times10^{-9}$.

The balance error is $2.3\times10^{-14}$ of the solute oxidized. Because (5) holds even on a coarse grid, this confirms the bookkeeping, not the profile. A quadratic fitted through the three cells nearest the surface, extrapolated in value and slope, gives a flux that agrees with (1) to about $10^{-5}$. This shows only that the boundary condition is imposed correctly: the agreement is as good after a single time step to 100 h, when $N_s$ is wrong by 0.02. The profile itself is tested against the erfc solution, from which it departs by at most $6.2\times10^{-6}$ at 100 h. Starting instead from $N_0=F=0.1435$, the solver gives an $N_s$ of magnitude below $10^{-5}$ at 100 h, as the supply limit requires.

## When constancy fails, and when it survives

Let the surface recede linearly in time to the same depth at 100 h, with the alloy unchanged. The surface fraction is then 0.286 at 1 h, 0.227 at 25 h and 0.147 at 100 h. The demand for solute stays steady while the depleted zone widens roughly as $\sqrt{Dt}$, so the drop across it must grow.

A foil of half thickness 25 µm breaks the thick-sheet condition. At 25 h its mid-plane has fallen to 0.290, yet $N_s$ is still 0.1827. The surface fraction lies 0.002 below the constant value at about 55 h, when $\sqrt{Dt}/L=0.51$. At 400 h, $s=0.3031\times20=6.06$ µm, and the mean fraction follows from (5):

$$\bar N=\frac{LN_0-s}{L-s}=\frac{7.50-6.06}{25-6.06}=0.076 .$$

The surface is at 0.060 and the mid-plane at 0.084. Doubling cells and steps shifts this $N_s$ by $5\times10^{-7}$. The parabolic law must end before $s=LN_0=7.5$ µm, hence before $(7.5/0.3031)^2\approx612$ h. This is an upper bound: the surface runs out of solute earlier, while some remains deeper in the foil.

On the same foil, a discretization of $\partial N/\partial\tau$ at fixed $u$, with the swept term written as $(1-u)r\,\partial N/\partial x$, also gives 0.060. Its balance error is $3.0\times10^{-6}$ of the oxidized solute, against $3.9\times10^{-14}$ for the conservative form. On this well-resolved grid the gain is therefore a sharp check on the bookkeeping, not a visibly better surface fraction.

A composition-dependent $D(N)$ does not destroy constancy. With $\eta=x/(2\sqrt t)$ and $N=N(\eta)$, we have $\partial N/\partial t=-\eta N'/(2t)$ and $\partial(D\,\partial N/\partial x)/\partial x=(DN')'/(4t)$. Time again drops out:

$$(DN')'=-2\eta N',\qquad DN'=a(1-N_s)\ \text{at}\ \eta=\frac a2 .$$

For $D(N)=D\,2^{N/N_0-1}$, which halves $D$ when the solute is exhausted, the solver gives 0.1706 at both 25 and 100 h. Integrating the ordinary differential equation from the surface, and adjusting $N_s$ until $N\to N_0$ far away, gives the same value to four decimals.

## The model beside a real alloy

The inputs are rough values for nickel–chromium alloys that form chromia. With the same $D$ and $N_0$, the model gives a non-negative $N_s$ only up to $k_p\approx1.7\times10^{-11}$ g² cm⁻⁴ s⁻¹; faster parabolic growth could not be supplied. Real sheets do not share one fixed growth constant, and the effect is large: tripling $k_p$ lowers $N_s$ from 0.183 to 0.088. Dividing $D$ by three does the same, because $\beta$ depends on these two inputs only through $k_p/D$. Grain boundaries 0.5 nm wide, conducting $10^4$ times faster than 50 µm grains, would raise an averaged $D$ by $3(0.0005/50)10^4=30\%$ and $N_s$ to 0.198 if all three sets of walls of a cubic grain helped equally. The set lying across the flux adds almost nothing, which leaves 20% and 0.193. Even that is an order-of-magnitude estimate, because the diffusion length at 100 h, 17 µm, is smaller than the grains. A molar volume 5% larger gives 0.176. A temperature 10 K higher gives 0.184, with rough activation energies of 250 kJ/mol for $k_p$ and 270 kJ/mol for $D$: the two changes nearly cancel. Evaporation at a rough $10^{-10}$ g cm⁻² s⁻¹ would remove about 1% of the oxide mass in 100 h. Early growth of nickel-bearing oxides is not sized. Nor are voids: the model turns all removed volume into recession of a flat surface, whereas a real alloy may keep part of it as pores. Real scales also crack or spall, and an alloy can fail to re-form chromia while $N_s$ is still positive, so the limits set by $N_s=0$ are bounds on supply, not lifetimes. The value 0.18 thus describes the stated model; for a particular alloy, the growth constant and the diffusivity are the first inputs to improve. The inputs and the main solver results are listed in the numerical output below.

## Table of computed values

```
Temperature 1273 K; initial Cr fraction 0.30
Oxygen-uptake constant 3.0e-12 g^2 cm^-4 s^-1
Diffusivity 8.0e-12 cm^2/s = 2.880 um^2/h
Molar volume 7.0 cm^3/mol
Recession amplitude a = 0.3031 um/h^0.5; beta = 0.08931
Supply function F = minimum initial fraction = 0.14353
Analytic interface fraction Ns = 0.18269
Half thickness: sheet 250 um, foil 25 um
At 100 h: oxygen gain 1.039 mg/cm^2
At 100 h: recession 3.031 um
At 100 h: sqrt(Dt) 16.97 um
At 100 h: depletion integral 2.1219 um
Main grid: 200 cells, 400 steps, dtau 0.025 h^0.5
First cell width at 100 h 0.0424 um
Sheet Ns at 0.01 h (starting error) 0.18294
Sheet Ns at 1 h: 0.182681, error -1.3e-05
Sheet Ns at 4 h: 0.182685, error -9.2e-06
Sheet Ns at 25 h: 0.182687, error -6.9e-06
Sheet Ns at 100 h: 0.182688, error -6.2e-06
Error of Ns at 100 h with 100 cells: 2.48e-05
Error of Ns at 100 h with 200 cells: 6.19e-06
Error of Ns at 100 h with 400 cells: 1.55e-06
Observed orders 2.00, 2.00
N at depth 5 um, 100 h: solver 0.2038, analytic 0.2038
N at depth 10 um, 100 h: solver 0.2234, analytic 0.2234
N at depth 20 um, 100 h: solver 0.2560, analytic 0.2560
N at depth 40 um, 100 h: solver 0.2905, analytic 0.2905
Largest profile error at 100 h 6.2e-06
Sheet balance error / solute oxidized 2.3e-14
Extrapolated flux / required flux 1.00000
Ns at supply threshold, 100 h -7.6e-06
Linear recession, Ns at 1, 25, 100 h: 0.2858, 0.2266, 0.1474
D(N), Ns at 25 and 100 h: 0.17061, 0.17061; shooting 0.17062
Foil at 25 h: Ns 0.1827, mean 0.2548, mid-plane 0.2903
Foil at 100 h: Ns 0.1692, mean 0.2034, mid-plane 0.2214
Foil at 225 h: Ns 0.1231, mean 0.1444, mid-plane 0.1551
Foil at 400 h: Ns 0.0602, mean 0.0759, mid-plane 0.0838
Foil Ns is 0.002 below constant value at 55.5 h
sqrt(Dt)/L at that time 0.506
Foil Ns shift at 400 h, grid and steps doubled 5.3e-07
Foil balance error: conservative 3.9e-14, non-conservative 3.0e-06
Foil Ns at 400 h, non-conservative 0.06023
Ns with growth constant tripled 0.0883
Ns with grain boundaries (D up 30%) 0.1978
Ns with molar volume up 5% 0.1765
Ns with temperature up 10 K 0.1836
Chromia evaporated at 1e-10 g/cm^2/s: 1.09% of scale
```
